# In-plane spin-transfer torque in a tunnel junction from collinear spin currents

Two ferromagnetic electrodes are separated by a non-magnetic tunnel barrier. Unit vectors $\mathbf m_1$ (left) and $\mathbf m_2$ (right) give their majority-spin directions, with angle $\theta$ between them. The problem asks how much of the torque at angle $\theta$ is already known from the two collinear states.

**Model and conventions.** The algebra uses atomic units. There is one orbital per layer. Energy $E$ and in-plane momentum are conserved, no spin flips, and the potential profile does not change with $\theta$. Each set of conserved quantities is called a channel. The spin axes are chosen so that $\mathbf m_2=\hat z$ and $\mathbf m_1=(\sin\theta,0,\cos\theta)$. The in-plane direction perpendicular to $\mathbf m_2$ is

$$\mathbf e=\frac{\mathbf m_1-\mathbf m_2\cos\theta}{\sin\theta},\qquad \mathbf m_1\cdot\mathbf e=\sin\theta .$$

Spin currents refer to electrons moving from left to right. $\mathbf Q$ includes the electron's spin $\tfrac12$, and $\mathbf q=2\mathbf Q$ counts up minus down electrons.

## (a) Which spin current gives the torque on the right electrode?

**Solution.** In the right electrode the exchange energy is $-\tfrac{\Delta}{2}\boldsymbol\sigma\cdot\mathbf m_2$. For a Hamiltonian $\mathbf b\cdot\boldsymbol\sigma$, the equation of motion is $\dot{\boldsymbol\sigma}=i[\mathbf b\cdot\boldsymbol\sigma,\boldsymbol\sigma]=2\mathbf b\times\boldsymbol\sigma$. Here $\mathbf b=-\tfrac{\Delta}{2}\mathbf m_2$, so the electron spin $\mathbf s_n$ on layer $n$ obeys

$$\dot{\mathbf s}_n=\mathbf Q_{n-1,n}-\mathbf Q_{n,n+1}-\Delta\,\mathbf m_2\times\mathbf s_n .$$

The magnetization receives the opposite of the exchange torque on the electrons. In a steady state $\dot{\mathbf s}_n=0$, and the sum over layers gives

$$\mathbf T=\sum_n\Delta\,\mathbf m_2\times\mathbf s_n=\mathbf Q_{\rm in}-\mathbf Q_{\rm out}.$$

Deep in the electrode, the transverse part of $\mathbf Q_{\rm out}$ comes from interference between majority and minority waves. Where both waves propagate, it carries a phase $(k_+-k_-)x$ that differs between channels, so it averages out with depth. Where the minority wave is evanescent, it decays within each channel. For a thick electrode the in-plane torque is therefore $T=\mathbf Q\cdot\mathbf e$, evaluated in the barrier. There $\mathbf Q$ is the same at every bond, because nothing in the barrier acts on spin.

## (b) Find this torque to leading order in the barrier transparency.

**Solution.** First eliminate the barrier. Let $G^B=(E-H_B)^{-1}$ be the Green function of the isolated barrier, joined to the electrodes by hoppings $-t_L$ and $-t_R$. It is real when $E$ lies off the barrier's own levels. Solving for the barrier amplitudes leaves real, spin-independent energy shifts on the two electrode end layers, and one real hopping between them,

$$\tau=t_Lt_R\,G^B_{1N},$$

which falls exponentially with thickness.

Let $\psi_a,\psi_b$ be the spinors on the left and right end layers. The last barrier layer acts on $\psi_b$ through $-t_R\psi_N=S\psi_b+\tau\psi_a$, with $S$ real. The current through that bond is

$$\mathbf q=2\,\mathrm{Im}\,\psi_b^\dagger\boldsymbol\sigma(-t_R\psi_N)=2\tau\,\mathrm{Im}\,\psi_b^\dagger\boldsymbol\sigma\psi_a ,$$

since $\psi_b^\dagger\boldsymbol\sigma\psi_b$ is real.

Let $g_L$ and $g_R$ be the end-layer Green functions of the electrodes, shifts included, with $\tau=0$. They are diagonal along $\mathbf m_1$ and $\mathbf m_2$, with elements $l_\pm$ and $r_\pm$. The spectral functions are

$$A_L=a_0+a_1\boldsymbol\sigma\cdot\mathbf m_1,\qquad A_R=b_0+b_1\boldsymbol\sigma\cdot\mathbf m_2,$$

where $a_\pm=-2\,\mathrm{Im}\,l_\pm=a_0\pm a_1$ and $b_\pm=-2\,\mathrm{Im}\,r_\pm=b_0\pm b_1$.

For waves arriving from the left, $\psi_b=\tau g_R\psi_a$. Summed over incoming waves, $\psi_a\psi_a^\dagger\to P$, so that

$$\mathbf q=2\tau^2\,\mathrm{Im\,Tr}[\boldsymbol\sigma P g_R^\dagger]. \tag{1}$$

To leading order $P=A_L$. Write $g_R^\dagger=R+\tfrac{i}{2}A_R$ with $R$ real. For the in-plane components $\sigma_x$ and $\sigma_z$ every matrix is real, so $R$ drops out:

$$\mathbf q_{\rm in\text{-}plane}=\tau^2\,\mathrm{Re\,Tr}[\boldsymbol\sigma A_LA_R]=2\tau^2(a_0b_1\mathbf m_2+a_1b_0\mathbf m_1). \tag{2}$$

Only the second term has a component along $\mathbf e$. Per channel,

$$T=\tfrac12\,\mathbf q\cdot\mathbf e=\tau^2a_1b_0\sin\theta=\tfrac14\tau^2(a_+-a_-)(b_++b_-)\sin\theta .$$

The left electrode supplies the polarization and the right one its total density of states. If $a_+>a_-$, electrons flowing to the right turn $\mathbf m_2$ towards $\mathbf m_1$.

Waves arriving from the right need no new calculation. If both sides are equally filled, the summed density matrix is proportional to $\mathrm{Im}\,G$, which is real because $H$ is real. A bond current is the imaginary part of a trace with $\sigma_x$ or $\sigma_z$, and so vanishes. Right injection thus cancels left injection, and the in-plane torque carries the factor $f_L-f_R$. This argument fails for the imaginary $\sigma_y$, so an out-of-plane torque can survive without bias.

## (c) Express the result through spin currents of the collinear states.

**Solution.** Measure both collinear spin currents along $\mathbf m_2$. Equation (2) with $\mathbf m_1=\pm\mathbf m_2$ gives

$$q(0)=2\tau^2(a_0b_1+a_1b_0),\qquad q(\pi)=2\tau^2(a_0b_1-a_1b_0).$$

The unwanted product $a_0b_1$ cancels in the difference, $\tfrac12[q(0)-q(\pi)]=2\tau^2a_1b_0$. The coefficients do not depend on $\theta$, so the relation survives the sum over channels:

$$\boxed{T(\theta)=\tfrac12\,[Q(0)-Q(\pi)]\sin\theta\quad\text{(leading order in transparency)}} \tag{3}$$

The order "antiparallel minus parallel" appears if the torque is referred to $-\mathbf e$, or if spin currents are counted from right to left. If the spin axis is tied to $\mathbf m_1$ instead, $Q(\pi)$ changes sign and the difference becomes a sum. The out-of-plane torque is not fixed by (3).

## (d) What replaces the rule when the transparency is not small?

**Solution.** The left amplitude now includes repeated returns from the right: $\psi_a=\psi_a^0+\tau^2g_Lg_R\psi_a$. With $M=1-\tau^2g_Lg_R$ this gives $P=M^{-1}A_LM^{-1\dagger}$. For $2\times2$ matrices $M^{-1}=\bar M/D$, where the bar denotes the adjugate and

$$D(\theta)=\det M=1-2\tau^2(l_0r_0+l_1r_1\cos\theta)+\tau^4\det g_L\det g_R .$$

Here $l_\pm=l_0\pm l_1$ and $r_\pm=r_0\pm r_1$. Since $\bar M=1-\tau^2\bar g_R\bar g_L$ and $g_R\bar g_R=\det g_R$, the complex conjugate of the trace in (1) gives $|D|^2\mathbf q=-2\tau^2\,\mathrm{Im\,Tr}[\boldsymbol\sigma N]$ with

$$N=(g_R-\tau^2\det g_R\,\bar g_L)\,A_L\,(1-\tau^2\bar g_L^\dagger\bar g_R^\dagger).$$

Expanding the product gives four terms. Each contains one left-electrode matrix $Y=y_0+y_1\boldsymbol\sigma\cdot\mathbf m_1$, because left matrices commute and multiply to another such matrix. In the basis along $\mathbf m_2$, $Y$ has diagonal elements $y_0\pm y_1\cos\theta$ and off-diagonal elements $y_1\sin\theta$. For each term, compare the transverse trace (with $\sigma_x$) to half the difference of the longitudinal traces (with $\sigma_z$) at $\theta=0$ and $\pi$.

- $Y$ alone: the transverse trace is $2y_1\sin\theta$ and the half-difference is $2y_1$.
- $g_RY$: the transverse trace is $(r_++r_-)y_1\sin\theta$ and the half-difference is $(r_++r_-)y_1$.
- $Y\bar g_R^\dagger$: the same holds with $r_\pm$ replaced by $r_\mp^*$.
- $g_RX\bar g_R^\dagger$ with $X=A_L\bar g_L^\dagger$: the transverse trace is $x_1(|r_+|^2+|r_-|^2)\sin\theta$, but the half-difference is $2x_1\,\mathrm{Re}(r_+r_-^*)$.

The last pair does not match. However, this term has the real prefactor $-\tau^2$, and only its imaginary part counts. Since $x_1=\tfrac12(a_+l_-^*-a_-l_+^*)$ and $\mathrm{Im}\,l_\pm^*=a_\pm/2$,

$$\mathrm{Im}\,x_1=\tfrac14(a_+a_--a_-a_+)=0 ,$$

and the term contributes nothing to either side. Hence, for each channel and any transparency,

$$T(\theta)=\sin\theta\;\frac{|D(0)|^2q(0)-|D(\pi)|^2q(\pi)}{4\,|D(\theta)|^2}. \tag{4}$$

For an opaque barrier $D\to1$, and (4) returns (3). The derivation used the right side only through a $g_R$ diagonal along $\mathbf m_2$. Equation (4) therefore also gives the transverse spin current in the barrier when the right side is a finite magnetic layer with a non-magnetic metal behind it. What can then change is the step from that current to the torque, because $\mathbf Q_{\rm out}$ need not vanish.

## (e) How large is the first error of the rule, and how does it depend on angle?

**Solution.** To order $\tau^2$, $|D(\theta)|^{-2}=1+4\tau^2\mathrm{Re}(l_0r_0+l_1r_1\cos\theta)$. Define $\delta=4\tau^2\,\mathrm{Re}(l_1r_1)$. Relative to its value at $\theta$, the factor $|D|^{-2}$ is larger by $\delta(1-\cos\theta)$ in the parallel state and smaller by $\delta(1+\cos\theta)$ in the antiparallel state. The rule minus the exact $\mathbf q\cdot\mathbf e$ is therefore

$$\tfrac12\delta\sin\theta\,[q(0)(1-\cos\theta)+q(\pi)(1+\cos\theta)]=2\tau^2\delta\sin\theta\,(a_0b_1-a_1b_0\cos\theta).$$

Dividing by $2\tau^2a_1b_0\sin\theta$ gives the error relative to the torque,

$$\delta\left(\frac{a_0b_1}{a_1b_0}-\cos\theta\right). \tag{5}$$

It is proportional to the transparency $\tau^2$. Its sign is that of $\mathrm{Re}(l_1r_1)$ times that of the bracket. Both factors vary with energy, so errors of different channels can cancel in the total.

## (f) Evaluate the torque and the error for a 1 nm barrier.

**Solution.** The parameters are round values roughly in the regime of an iron/MgO/iron junction: barrier height 1.0 eV, barrier mass $0.4\,m_e$, bias 0.3 V and 300 K. The majority band starts 2.2 eV below the Fermi level, and the exchange splitting is 2.1 eV. Energies are counted from the left Fermi level. The layers are here a mesh of step 0.05 nm for an effective-mass equation, not atomic planes. In-plane motion has mass $m_e$ everywhere, so a channel depends on its normal energy $E_z$ alone. Since $\int d^2k/(2\pi)^2=(m/2\pi)\int d\varepsilon$, the torque per area is

$$\frac TA=\frac12\int\frac{dE_z}{2\pi}\,\mathbf q\cdot\mathbf e\;\frac{m}{2\pi}\int_{E_z}^\infty(f_L-f_R)\,dE ,$$

with $\mathbf q\cdot\mathbf e$ taken for left injection.

*One channel.* At $E_z=0$ the transmissions (left spin, right spin) are $T_{++}=0.010096$, $T_{--}=0.003108$, $T_{+-}=0.007824$ and $T_{-+}=0.003998$. Then

$$q(0)=T_{++}-T_{--}=0.006988,\qquad q(\pi)=T_{-+}-T_{+-}=-0.003826,$$

and half the difference is $0.005407$. A direct solution of the two-component scattering problem at $90^\circ$ gives $0.005405$. The rule is 0.045 % too high in this channel. At $E_z=-0.3$ eV it is 0.013 % too low, which shows the change of sign.

*All channels.* At $90^\circ$ the direct torque is $6.2\times10^{-5}$ eV/nm², or about 10 µJ/m². The rule's error relative to the direct torque is −0.007 % at $30^\circ$, −0.012 % at $90^\circ$ and −0.017 % at $150^\circ$. These values are linear in $\cos\theta$, as (5) requires. The finite layer step changes them by up to about 0.002 percentage points, so their last digit is not converged.

Without cancellation between channels, the summed absolute error at $90^\circ$ is 0.020 % of the torque. With bias, height and electrodes held fixed, a 1.4 nm barrier multiplies both this relative error and the parallel current by about 0.058. This absolute error thus roughly follows the transparency. The signed total at $90^\circ$ falls faster, from −0.012 % to about −0.0003 % (the last printed digit depends on the layer step), because a larger share of it cancels between channels at 1.4 nm. For a 0.2 nm barrier the rule is too low by 2 % at $30^\circ$ and 14 % at $150^\circ$, and (4) is needed.

*Torque per current.* The trace without $\boldsymbol\sigma$ gives a charge transmission $2\tau^2(a_0b_0+a_1b_1\cos\theta)$. At $90^\circ$ the torque per current is then $a_1/a_0$ in units of $\hbar/2e$. This is the polarization of the left end layer with the barrier's energy shifts included, so it is not a property of the electrode alone. At $E_z=0$ the mean of the two collinear transmissions is 0.0125, so the ratio is $0.0054/0.0125=0.43$. The total gives 0.94. The reason is that the left minority band starts at −0.1 eV: below it $a_-=0$, and those channels are fully polarized.

*Comparison with real junctions.* The model gives a resistance-area product of 6 Ω µm² and a magnetoresistance of about 240 %. Both are of the order found in MgO junctions, but the magnetoresistance is not robust within the model. It falls to about 165 % with the uniform image lowering below and to about 130 % with the barrier mass used for in-plane motion. With the full image profile cut off at the Fermi level or lower, it lies between about 100 % and near zero. In real junctions, however, the magnetoresistance rests largely on the symmetry of several orbitals, which one band cannot represent. The absolute torque is uncertain by an order of magnitude or more. A barrier height of 0.5 or 2.0 eV multiplies it by about 6 or 0.07, and a width of 0.8 or 1.2 nm by about 4 or 0.24. Effects left out of the model add to this:

- The classical image energy at mid-barrier, $-e^2\ln2/(4\pi\epsilon_0\epsilon_rw)$ with width $w=1$ nm and a rough $\epsilon_r=3$, is −0.33 eV. Lowering the whole barrier by this amount multiplies the torque by 3.1. The image energy is weakest at mid-barrier, however, and the full classical profile raises the torque by a factor of order ten. This factor depends strongly on where the profile is cut off near the electrodes: it is about 8 for a cutoff at the Fermi level, about 26 for a cutoff at the majority band bottom, and 9 to 3 for image planes 0.05 to 0.2 nm inside the electrodes. The torque per current then lies between about 0.6 and 0.9.
- Using the barrier mass for in-plane motion in the barrier as well lowers the torque by 54 %.
- In a thick electrode, the spin current component along $\mathbf e$ at $90^\circ$ oscillates with depth as it decays. Between 1.5 and 2.5 nm it swings between roughly −50 % and +40 % of its value in the barrier, and near 10 nm it stays within a few percent. The printed values belong to bonds centred one layer step deeper than the stated depth, which matters because the oscillation is fast. How much leaves a free layer about 2 nm thick depends on its exact thickness and on the metal behind it, so complete absorption cannot be taken for granted in this model.
- Disordered spins in the barrier scatter electrons elastically. For spins well away from the electrodes, the scattered wave has $A_L$ replaced by $\sum_i\sigma_iA_L\sigma_i=3a_0-a_1\boldsymbol\sigma\cdot\mathbf m_1$. If the scattered wave carries 10 % of the angle-averaged direct current in every channel, its own contribution is about −3.3 % of the direct torque. A 1 nm barrier is too thin for this limit to be reached: for a sheet of spins at its centre the figure is about −4.3 % at $E_z=0$ and −3.5 % at $E_z=-0.2$ eV. Mixing of in-plane momenta also modifies it. The spins also change the direct wave to the same order, which is not included here, so the net torque can rise instead of fall.

The first two corrections change $Q(0)$ and $Q(\pi)$ together with the torque, so relation (3) remains valid as long as the barrier stays opaque. The uniform lowering keeps its error below 0.1 %. The full image profile raises the error at $30^\circ$ to about 0.7 % for a cutoff at the Fermi level and to about 9 % for a cutoff at the majority band bottom, where (4) is needed. Going from 300 K to 0 K shifts the torque by −0.8 %, and halving the layer step of 0.05 nm shifts it by −1.3 %. The continuum limit lies about 1.8 % below the quoted torque. The field is 3 MV/cm, against a rough breakdown strength of 10 MV/cm. Inelastic tunnelling with magnon emission is left out and has not been sized. It breaks the elastic assumption behind (3). The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
barrier width 1.0 nm, height 1.0 eV
barrier mass 0.4 m_e, electrode mass 1 m_e
bias 0.3 V, temperature 300 K, kT 0.02585 eV
majority band depth below Fermi level 2.2 eV
exchange splitting 2.1 eV
layer step 0.05 nm, barrier layers 20
channel at normal energy 0 eV (left spin, right spin):
  transmission ++ 1.00957e-02
  transmission -- 3.10788e-03
  transmission +- 7.82426e-03
  transmission -+ 3.99783e-03
  q(0) 6.98780e-03, q(pi) along m2 -3.82643e-03
  |D(0)|^2 0.993713, |D(pi)|^2 0.996764
  transverse q at 90 deg, spinor solution 5.40470e-03
  half difference of q(0) and q(pi) 5.40712e-03
current density parallel 4.9947e+06 A/cm2
current density antiparallel 1.4527e+06 A/cm2
current density at 90 deg 3.2241e+06 A/cm2
resistance-area parallel 6.006 ohm um2
magnetoresistance (J_P-J_AP)/J_AP 243.83 %
angle deg | spinor torque | rule torque (eV/nm2) | rule error %
   30 | 3.11915e-05 | 3.11892e-05 | -0.0074
   60 | 5.40263e-05 | 5.40212e-05 | -0.0093
   90 | 6.23859e-05 | 6.23784e-05 | -0.0120
  120 | 5.40292e-05 | 5.40212e-05 | -0.0147
  150 | 3.11944e-05 | 3.11892e-05 | -0.0166
spinor torque at 90 deg converted 9.9953 uJ/m2
torque per current at 90 deg 0.9420 hbar/(2e)
channel rule error at 90 deg, 0 eV +0.0447 %
channel rule error at 90 deg, -0.3 eV -0.0125 %
signed total error at 90 deg, 1.4 nm -0.00025 %
absolute channel error, 1.0 nm 0.01965 %
absolute channel error, 1.4 nm 0.00115 %
ratio of these absolute errors, 1.4 to 1.0 nm 0.0585
parallel-current ratio 1.4 nm to 1.0 nm 0.0580
first-order error formula, misfit 0.028 %
rule errors, 0.2 nm barrier, same angles (%): -2.0 -4.6 -8.1 -11.5 -13.9
2.0 nm barrier: product/spinor torque 1.000002
transverse current left at 2 nm depth +34.26 %
transverse current left at 10 nm depth -2.19 %
transverse current left at 50 nm depth -0.108 %
torque shift, layer step halved -1.343 %
torque shift, quadrature doubled -0.000000 %
torque shift from 300 K to 0 K -0.82 %
rough dielectric constant for image effect 3
image lowering at mid-barrier 0.333 eV
torque factor from that lowering 3.077
torque shift, barrier mass also in plane -54.38 %
field 3.0 MV/cm, rough breakdown 10 MV/cm
assumed isotropic spin-flip current 10 %
torque shift from that spin flip -3.33 %
```
